\section*{Fermi Resonance of a Silicon–Hydrogen Stretch with a Bend Overtone}

\section{Result}

An Si--H stretch and a bend overtone whose energies would differ by $D$ without their mutual coupling $W$ appear at a separation
\begin{equation}
S=\sqrt{D^2+4W^2}.
\label{result}
\end{equation}
This is exact for two levels. In a real bond, other vibrational levels also act on the pair. Equation (\ref{result}) then holds to second order in the couplings, provided that those other levels are distant and that $D$ and $W$ include their effect.

Which overtone is near depends on the site. For hydrogen on a silicon surface atom the stretch lies roughly at $2100$ and the bend roughly at $650\,\mathrm{cm^{-1}}$. The model below takes $2080$ and $650\,\mathrm{cm^{-1}}$. Two bend quanta then fall $2080-1300=780\,\mathrm{cm^{-1}}$ below the stretch, three only $2080-1950=130\,\mathrm{cm^{-1}}$ below it. The nearest partner is therefore the three-quantum level, and the two-quantum level is treated as distant. Nearness alone does not make the three-quantum level the stronger perturber: with the couplings used below, the two- and three-quantum levels push the stretch up by similar amounts, $0.58$ and $0.62\,\mathrm{cm^{-1}}$. The detuning also moves three times as fast as the bend frequency: a bend at $630\,\mathrm{cm^{-1}}$ would make it $190\,\mathrm{cm^{-1}}$.

\section{Model and assumptions}

Energies are wavenumbers in $\mathrm{cm^{-1}}$, measured from the zero-point level. The bond stands on a site with threefold rotation symmetry and a mirror plane. It has one stretch coordinate $q$ and two equivalent bend coordinates $x,y$, all dimensionless, with $q=(a_s+a_s^\dagger)/\sqrt2$ and likewise for $x,y$. Hence $\langle0|q|1\rangle=1/\sqrt2$ and $\langle1|q|2\rangle=1$. With
\[
X=x^2+y^2,\qquad T=x^3-3xy^2,
\]
the Hamiltonian is
\begin{equation}
H=\omega_s n_s+\omega_b n_b+V,\qquad V=KqT+CqX+BT .
\label{H}
\end{equation}
Here $C$ describes a bend stiffness that changes with bond length, $B$ the threefold anisotropy of the bend, and $K$ the change of that anisotropy with bond length. The polynomial is a local expansion, not a potential valid at large displacement, so $H$ is understood in a finite set of low oscillator levels.

Circular bend quanta make the symmetry visible. Let $a_\pm=(a_x\mp i a_y)/\sqrt2$, with occupation numbers $n_\pm$, $n_b=n_++n_-$ and $l=n_+-n_-$. Then
\begin{equation}
R\equiv x+iy=a_+^\dagger+a_-,\qquad X=RR^\dagger,\qquad T=\tfrac12\left(R^3+R^{\dagger3}\right).
\label{circular}
\end{equation}
Bend states are written $|n_+,n_-)$, and a full state is $|n_s;\text{bend}\rangle$. The two states of interest are
\begin{equation}
|a\rangle=|1;0,0\rangle,\qquad |b\rangle=|0;\beta\rangle,\qquad
|\beta)=\frac{|3,0)+|0,3)}{\sqrt2}.
\end{equation}

\textbf{Theorem.} Let $\omega_s-3\omega_b$ be small or moderate, and let every matrix element of $V$ from $a$ or $b$ to another level be small compared with the energy difference. Through second order in $V$, the two levels that grow out of $a$ and $b$ are separated by (\ref{result}), with
\begin{align}
W&=\sqrt{\tfrac32}\,\bigl[K+3BC(f_2-f_0)\bigr],\label{W}\\
f_2&=\frac12\left(\frac1{\omega_s-2\omega_b}+\frac1{\omega_b}\right),\qquad
f_0=\frac12\left(\frac1{\omega_s}+\frac1{3\omega_b}\right),\nonumber\\
D&=\omega_s-3\omega_b+D_C+D_B+D_K,\label{D}\\
D_C&=\frac{C^2}{2}\left[\frac{15}{\omega_s}+\frac{2}{\omega_s+2\omega_b}+\frac1{\omega_s-2\omega_b}\right],\qquad D_B=\frac{9B^2}{\omega_b},\nonumber\\
D_K&=\frac{27K^2}{2}\left[\frac1{\omega_s-\omega_b}+\frac1{\omega_s+\omega_b}+\frac1{\omega_s+3\omega_b}\right].\nonumber
\end{align}

The proof has three parts: the selection rule, the removal of distant levels, and the two-level problem.

\section{Lemma 1: one overtone state couples}

\textbf{Statement.} Of the four three-quantum bend states, only $\beta$ mixes with the stretch, and the direct element is $W_0=\sqrt{3/2}\,K$.

\textbf{Proof.} A rotation by $120^\circ$ multiplies a state by a phase that depends on $l$ modulo 3. The mirror $y\to-y$ exchanges $n_+$ and $n_-$. Both operations leave $X$, $T$ and $H$ unchanged. State $a$ has $l=0$ and is even under the mirror. The three-quantum states with $l=\pm1$ belong to other rotation classes, and $|3,0)-|0,3)$ is odd under the mirror. They cannot mix with $a$, directly or through intermediate levels. The state $\beta$ has $l=\pm3$, equivalent to zero modulo 3, and is even.

The operators $a_+^\dagger$ and $a_-$ commute, and $a_-$ annihilates the ground state, so $R^3|0,0)=a_+^{\dagger3}|0,0)=\sqrt6\,|3,0)$. Similarly $R^{\dagger3}|0,0)=\sqrt6\,|0,3)$. Therefore
\begin{equation}
T|0,0)=\frac{\sqrt6}{2}\bigl[|3,0)+|0,3)\bigr]=\sqrt3\,|\beta).
\label{T0}
\end{equation}
Multiplication by $K\langle0|q|1\rangle=K/\sqrt2$ gives $W_0=\sqrt{3/2}\,K$. $\square$

\textbf{Remark: a resonant first overtone.} If a different site had $\omega_s\approx2\omega_b$, the partner would be $|1,1)$. From (\ref{circular}),
\begin{equation}
X=n_++n_-+1+a_+^\dagger a_-^\dagger+a_+a_-,
\label{X}
\end{equation}
so $X|0,0)=|0,0)+|1,1)$. The leading coupling would be $C/\sqrt2$ and the bare detuning $\omega_s-2\omega_b$. The square-root law would be the same, but a cubic term of the potential would drive it instead of a quartic one.

\section{Lemma 2: removal of distant levels}

\textbf{Statement.} Let $i,j$ denote $a$ or $b$, let $k$ run over all other levels of the same symmetry (the rest do not mix with the pair), and let $E$ be the energies without $V$. Through second order the pair is governed by
\begin{equation}
h_{ij}=E_i\delta_{ij}+V_{ij}+\frac12\sum_k V_{ik}V_{kj}
\left[\frac1{E_i-E_k}+\frac1{E_j-E_k}\right].
\label{VV}
\end{equation}

\textbf{Proof.} Write $H=H_0+V_d+V_o$, where $V_o$ connects the pair to the other levels and $V_d$ does not. Transform with an antihermitian $G$ that also connects only these two groups:
\[
e^GHe^{-G}=H+[G,H]+\tfrac12[G,[G,H]]+\cdots .
\]
The first-order connection vanishes if $[G,H_0]=-V_o$. Since $[G,H_0]_{ik}=G_{ik}(E_k-E_i)$, this requires $G_{ik}=V_{ik}/(E_i-E_k)$. The second-order terms are
\[
[G,V_d]+[G,V_o]+\tfrac12[G,[G,H_0]]=[G,V_d]+\tfrac12[G,V_o].
\]
The first commutator connects the two groups. Removing it by a second-order addition to $G$ changes the pair only at third order. The other commutator gives
\[
\tfrac12[G,V_o]_{ij}=\frac12\sum_k\left(\frac{V_{ik}V_{kj}}{E_i-E_k}-\frac{V_{ik}V_{kj}}{E_k-E_j}\right),
\]
which is the sum in (\ref{VV}). $\square$

\textbf{The coupling.} To evaluate (\ref{VV}) we need $T|\beta)$. Since $R^\dagger=a_++a_-^\dagger$, the binomial expansion gives
\[
R^{\dagger3}|3,0)=\sqrt6\,|0,0)+3\sqrt6\,|1,1)+3\sqrt6\,|2,2)+\sqrt6\,|3,3),
\]
while $R^3|3,0)=\sqrt{120}\,|6,0)$. Adding the mirror images and the factor $1/(2\sqrt2)$ yields
\begin{equation}
T|\beta)=\sqrt3|0,0)+3\sqrt3|1,1)+3\sqrt3|2,2)+\sqrt3|3,3)
+\sqrt{30}\,\frac{|6,0)+|0,6)}{\sqrt2}.
\label{Tb}
\end{equation}

Three indirect paths lead from $a$ to $b$. Two start with $CqX$, which removes the stretch quantum and reaches $|0;0,0\rangle$ or $|0;1,1\rangle$, each with element $C/\sqrt2$. The term $BT$ then leads to $b$ with elements $\sqrt3B$ and $3\sqrt3B$. The third path starts with $BT$, reaches $|1;\beta\rangle$ with element $\sqrt3B$, and ends with $CqX$. By (\ref{X}), $(\beta|X|\beta)=4$, so that last element is $4C/\sqrt2$. The averaged inverse energy differences are $f_0$, $f_2$ and $-f_0$, and the sum is
\[
\sqrt{\tfrac32}\,BC\,(f_0+3f_2-4f_0)=3\sqrt{\tfrac32}\,BC\,(f_2-f_0).
\]
With $W_0$ this is (\ref{W}). Neither $B$ nor $C$ alone couples the stretch to this overtone, but their product does.

\textbf{The detuning.} The diagonal sums are $\sum_k V_{ik}^2/(E_i-E_k)$. For $C$, state $a$ can lose or gain a stretch quantum, and $b$ can only gain one. Equation (\ref{X}) gives $X|\beta)=4|\beta)+2|\beta')$, where $\beta'$ is a normalized five-quantum state. The shifts are
\begin{align*}
\delta_a&=\frac{C^2}{2}\left[\frac1{\omega_s}+\frac1{\omega_s-2\omega_b}\right]-C^2\left[\frac1{\omega_s}+\frac1{\omega_s+2\omega_b}\right],\\
\delta_b&=-\frac{C^2}{2}\left[\frac{16}{\omega_s}+\frac4{\omega_s+2\omega_b}\right],
\end{align*}
and $\delta_a-\delta_b=D_C$.

For $B$, the squared coefficients in (\ref{Tb}) are $3,27,27,3,30$ for final bend quanta $0,2,4,6,6$. Hence
\[
\delta_b=B^2\left[\frac3{3\omega_b}+\frac{27}{\omega_b}-\frac{27}{\omega_b}-\frac{33}{3\omega_b}\right]=-\frac{10B^2}{\omega_b}.
\]
From (\ref{T0}), $\delta_a=-3B^2/(3\omega_b)=-B^2/\omega_b$. The difference is $D_B$.

For $K$, the element between $a$ and $b$ is left out because it is already $W_0$. The remaining shifts are
\begin{align*}
\delta_a&=-\frac{3K^2}{\omega_s+3\omega_b},\\
\delta_b&=-\frac{K^2}{2}\left[\frac{27}{\omega_s-\omega_b}+\frac{27}{\omega_s+\omega_b}+\frac{33}{\omega_s+3\omega_b}\right],
\end{align*}
whose difference is $D_K$. Different terms of $V$ do not interfere in these diagonal sums, because they change $n_s$ or the parity of $n_b$ differently.

\section{Lemma 3: the two-level problem}

Let $D=h_{aa}-h_{bb}$ and $W=h_{ab}$. After subtraction of the mean energy,
\begin{equation}
M=\begin{pmatrix}D/2&W\\W&-D/2\end{pmatrix},\qquad
M^2=\left(\frac{D^2}{4}+W^2\right)\mathbf1=\frac{S^2}{4}\mathbf1 .
\label{M}
\end{equation}
Each eigenvalue is therefore $S/2$ or $-S/2$. The trace of $M$ is zero, so both signs occur, and their difference is $S$. This proves the theorem. $\square$

\textbf{Limits.} At $D=0$ the separation is $2|W|$, so levels that would have crossed stay apart. For $|D|\gg2|W|$,
\begin{equation}
S=|D|\sqrt{1+\frac{4W^2}{D^2}}\simeq|D|+\frac{2W^2}{|D|}.
\label{far}
\end{equation}

\textbf{Shared stretch character.} The projector on the lower state is $\frac12\mathbf1-M/S$, since it gives one at eigenvalue $-S/2$ and zero at $S/2$. Its $aa$ element,
\begin{equation}
p=\frac12\left(1-\frac DS\right),
\label{share}
\end{equation}
is the stretch weight of the lower level. If the bend overtone has no infrared strength of its own, $p$ is also that level's share of the pair's dipole strength.

\textbf{Motion.} Because $M^2\propto\mathbf1$, the time evolution is
\[
e^{-2\pi icMt}=\cos(\pi cSt)\,\mathbf1-\frac{2iM}{S}\sin(\pi cSt).
\]
A stretch excited at $t=0$ is found in the overtone with probability
\begin{equation}
P(t)=\frac{4W^2}{S^2}\sin^2(\pi cSt).
\label{beat}
\end{equation}
The beat period is $1/(cS)$. Transfer is complete only at $D=0$.

\section{A bond at the (111) Si/SiO$_2$ interface}

A silicon atom at this interface that is bonded to three silicon atoms below it and to one hydrogen atom along the surface normal has the assumed threefold symmetry, if the influence of the disordered oxide is ignored. Take $\omega_s=2080$, $\omega_b=650$, $K=8$, $C=-30$ and $B=6\,\mathrm{cm^{-1}}$. The three couplings are round model values, chosen small enough for second-order theory, not measured constants. In particular $C$ is much smaller than in a real bond and of opposite sign, as the last section shows. The direct coupling is $W_0=1.2247\times8=9.80\,\mathrm{cm^{-1}}$. Because $BC$ is negative here, the indirect paths reduce it to $W=9.19\,\mathrm{cm^{-1}}$. The distant levels also raise the detuning from $130$ to $135.7\,\mathrm{cm^{-1}}$. Then
\[
S=\sqrt{135.72^2+4(9.194)^2}=137.0\,\mathrm{cm^{-1}}.
\]
Diagonalization of (\ref{H}) with six stretch levels and up to twelve bend quanta gives $137.4\,\mathrm{cm^{-1}}$, or $17.04$ meV. Seven stretch levels and fourteen bend quanta change this by less than $10^{-6}\,\mathrm{cm^{-1}}$.

The coupling itself adds only $S-|D|=1.24\,\mathrm{cm^{-1}}$, close to the estimate $1.25\,\mathrm{cm^{-1}}$ from (\ref{far}). The remaining $0.45\,\mathrm{cm^{-1}}$ error of the law is more than a third of this addition, so this far-detuned case alone is a weak test of the square root. With $K,C,B$ all halved, the error falls to $0.049\,\mathrm{cm^{-1}}$, a factor of about nine. A third-order remainder would give eight.

A sharper test varies $\omega_b$ with the other parameters fixed. All entries are in $\mathrm{cm^{-1}}$:

\begin{center}
\begin{tabular}{rrrr}
$\omega_b$ & $D$ & $S$, law & $S$, full\\
670 & 75.74 & 77.93 & 78.35\\
685 & 30.75 & 35.81 & 36.12\\
695 & 0.77 & 18.34 & 18.23\\
705 & $-29.22$ & 34.48 & 34.04\\
720 & $-74.20$ & 76.41 & 75.97
\end{tabular}
\end{center}

Near $695\,\mathrm{cm^{-1}}$ the detuning almost vanishes, yet the levels remain $18\,\mathrm{cm^{-1}}$ apart. The smallest full separation is $18.19\,\mathrm{cm^{-1}}$, against $2|W|=18.32\,\mathrm{cm^{-1}}$ at the same point, a difference of $0.7\%$.

The deviations change sign across the resonance. Differentiating $S^2=D^2+4W^2$ explains this:
\begin{equation}
\delta S=\frac DS\,\delta D+\frac{4W}{S}\,\delta W .
\label{error}
\end{equation}
The full gap is smallest at $\omega_b=695.41\,\mathrm{cm^{-1}}$, where interpolation of the table gives $D=-0.46\,\mathrm{cm^{-1}}$. The omitted higher orders thus raise $D$ by a little less than $0.5\,\mathrm{cm^{-1}}$. By (\ref{error}) this increases $S$ below the resonance and decreases it above, by nearly the same amount when $|D|\gg2|W|$. At the minimum itself the first term of (\ref{error}) vanishes, and the deficit of $0.13\,\mathrm{cm^{-1}}$ there means that the higher orders also lower $W$ by about $0.07\,\mathrm{cm^{-1}}$.

At the original $\omega_b=650\,\mathrm{cm^{-1}}$, equation (\ref{share}) gives the lower level $0.45\%$ of the stretch character; the full calculation gives $0.43\%$. By the two-level formula (\ref{beat}), at most $1.8\%$ of the population is transferred, with a beat period of $244$ fs. At the minimum gap, the full model transfers $99.2\%$ in a half-beat of $0.92$ ps.

\section{Where two levels are not enough}

\textbf{Anharmonic stretch.} Replacing the harmonic stretch by a Morse oscillator with the same fundamental and an assumed anharmonicity of $35\,\mathrm{cm^{-1}}$ gives $D=139.5$ and $W=9.37\,\mathrm{cm^{-1}}$. The full separation becomes $141.5\,\mathrm{cm^{-1}}$, while (\ref{result}) gives $140.8\,\mathrm{cm^{-1}}$. One reason for the larger $D$ is that a Morse bond has a positive mean $q$ that grows with its excitation, so $CqX$ already shifts the levels in first order. Since $X$ has mean $1$ in the bend ground state and $4$ in $\beta$, $D$ changes by $C(\langle1|q|1\rangle-4\langle0|q|0\rangle)$. For weak anharmonicity the mean of $q$ is proportional to $n_s+\frac12$, so this change is about $-C\langle0|q|0\rangle$, which is positive here. The separation moves by $4\,\mathrm{cm^{-1}}$, more than the $1.24\,\mathrm{cm^{-1}}$ due to $W$. In this regime a measured separation cannot determine $W$ unless $D$ is known independently to better than about $1\,\mathrm{cm^{-1}}$.

\textbf{Broken threefold symmetry.} Let the two bend frequencies differ by $\sigma$, which adds $\frac{\sigma}{2}(n_x-n_y)=\frac{\sigma}{2}(a_+^\dagger a_-+a_-^\dagger a_+)$. Since $a_-^\dagger a_+|3,0)=\sqrt3\,|2,1)$, the state $\beta$ now mixes with $(|2,1)+|1,2))/\sqrt2$ through an element $\sqrt3\,\sigma/2$. For $\sigma=4\,\mathrm{cm^{-1}}$ this is $3.5\,\mathrm{cm^{-1}}$. The full model then has two overtone levels with stretch weights of $0.22\%$ and $0.21\%$ instead of one. Their sum is nearly unchanged, but the problem has become one of three levels. The almost even split is particular to this $\sigma$. Since $a_-^\dagger a_+|2,1)=2\,|1,2)$, the partner state is itself shifted by $\sigma$ in first order, so the sharing depends on the sign and size of $\sigma$; for $\sigma=-4\,\mathrm{cm^{-1}}$ the weights are $0.05\%$ and $0.38\%$.

\textbf{Damping.} Let the overtone population decay so that its level has full width $\gamma$. Adding $-i\gamma/2$ to its energy replaces $D$ by $D+i\gamma/2$ in (\ref{result}). At $D=0$ the real splitting is $\sqrt{4W^2-\gamma^2/4}$ and vanishes for $\gamma\ge4|W|$. Far from resonance, second-order perturbation gives the stretch an energy shift $W^2/(D+i\gamma/2)$ and hence a width
\begin{equation}
\gamma_s\simeq\frac{W^2\gamma}{D^2+\gamma^2/4}\simeq p\,\gamma .
\end{equation}
The last form holds for $D>0$ and $\gamma\ll D$, where the lower level is mainly the overtone and $p\simeq W^2/D^2$. Assume a one-quantum bend lifetime $\tau=10$ ps. If each quantum decays independently, three decay three times as fast, so $\gamma=3/(2\pi c\tau)=1.59\,\mathrm{cm^{-1}}$. The damped splitting at $D=0$ is $18.30\,\mathrm{cm^{-1}}$, almost the undamped value. At $\omega_b=650\,\mathrm{cm^{-1}}$ the mixing gives the stretch a lifetime of about $740$ ps, for this decay path alone. This assumes the same $\gamma$ at the stretch energy, although the solid must then take up about $136\,\mathrm{cm^{-1}}$ more than in the decay of the overtone itself. If the rate differs there, the lifetime changes in inverse proportion. Pure dephasing is not included.

\textbf{Temperature.} For two harmonic bends, the probability that at least one quantum is present is $1-(1-e^{-hc\omega_b/k_BT})^2$. It is $9\%$ at $300$ K and $18\%$ at $400$ K. These bonds start from a different level. If one bend quantum with $l=1$ is present, the excited stretch can mix with two four-quantum states, $|4,0)$ and $|1,3)$, because $l=4$ and $l=-2$ both equal $1$ modulo 3. This is a three-level problem, to which (\ref{result}) does not directly apply.

\textbf{Reading the result for real interfaces.} The chosen frequencies are rough typical values for hydrogen on a threefold silicon site; $K$, $C$ and $B$ are not established by this calculation. The model also omits the quartic anharmonicity $QX^2$ of the bend. The mean of $X^2$ is $2$ in the bend ground state and $20$ in $\beta$, so $D$ changes by $-18Q$ in first order. Neither this term nor $C$ is small in a real bond. The kinetic energy in (\ref{H}) is harmonic, so $q,x,y$ are straight-line displacements, and a sideways step $\rho$ lengthens a bond of length $r_0$ by $\rho^2/2r_0$. Take a potential harmonic in bond length and bond angle, with oscillator lengths $l_s=0.127$ and $l_b=0.227$ \AA{} for hydrogen and $r_0=1.49$ \AA. Geometry alone then gives $C\approx\omega_s l_b^2/(2r_0l_s)-\omega_b l_s/r_0\approx+230\,\mathrm{cm^{-1}}$ and $Q\approx\omega_s l_b^4/(8r_0^2l_s^2)-\omega_b l_b^2/(3r_0^2)\approx14\,\mathrm{cm^{-1}}$. The contributions $D_C\approx+240$ and $-18Q\approx-260\,\mathrm{cm^{-1}}$ nearly cancel. The two-quantum level takes about $(C/\sqrt2)^2/780^2\approx4\%$ of the stretch character, far more than the three-quantum level in the example. For $B=6\,\mathrm{cm^{-1}}$ the indirect term $3BC(f_2-f_0)$ becomes $+3.7\,\mathrm{cm^{-1}}$ instead of $-0.5\,\mathrm{cm^{-1}}$. The square-root law still describes an isolated pair with its exact $D$ and $W$. The second-order expressions (\ref{W}) and (\ref{D}) are then only rough, and the values of $W$, $p$ and the lifetime in the example are not estimates for a real bond. Oxide disorder and strain break the assumption of identical symmetric sites. By (\ref{error}), a site-to-site change of $10\,\mathrm{cm^{-1}}$ in $D$ at fixed $W$ moves $S$ by $9.9\,\mathrm{cm^{-1}}$ in the main example, since $D/S=0.99$. Such a spread would hide the shift caused by $W$. Reaching resonance in the model requires raising the bend by about $45\,\mathrm{cm^{-1}}$, or $7\%$, at fixed stretch frequency; the scan does not show that a device can do this. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
stretch quantum: 2080.0 cm^-1
bend quantum: 650.0 cm^-1
K, C, B: 8.0, -30.0, 6.0 cm^-1
stretch minus two bends: 780.0 cm^-1
coupling to two-bend level: -21.21 cm^-1
bare detuning from three bends: 130.00 cm^-1
bare W, formula: 9.798 cm^-1
bare W, quadrature: 9.798 cm^-1
bare two-level separation: 131.47 cm^-1
dressed detuning: 135.72 cm^-1
dressed W: 9.194 cm^-1
dressed two-level separation: 136.96 cm^-1
full-model separation: 137.41 cm^-1
full-model separation: 17.037 meV
increase S-|D|: 1.240 cm^-1
far-detuned estimate 2W^2/|D|: 1.246 cm^-1
change in larger basis: 6.4e-07 cm^-1
law error at half coupling: 0.0486 cm^-1
lower-level stretch share, formula: 0.453 %
lower-level stretch share, full: 0.431 %
largest population transfer: 1.80 %
beat period: 243.5 fs
scan: bend, D, W, full gap, formula gap (all cm^-1)
  670.00  75.74  9.18  78.35  77.93
  685.00  30.75  9.17  36.12  35.81
  695.00  0.77  9.16  18.23  18.34
  705.00  -29.22  9.15  34.04  34.48
  720.00  -74.20  9.13  75.97  76.41
bend quantum at minimum gap: 695.41 cm^-1
minimum full gap: 18.186 cm^-1
twice dressed |W| there: 18.320 cm^-1
half-beat transfer, full model: 99.22 %
half-beat time there: 0.917 ps
assumed Morse anharmonicity: 35.0 cm^-1
Morse dressed detuning: 139.51 cm^-1
Morse dressed W: 9.369 cm^-1
Morse full gap: 141.53 cm^-1
assumed bend splitting: 4.0 cm^-1
stretch weights in three levels, low to high:
  0.219 %  0.212 %  99.447 %
bend excited at 300 K: 8.66 %
bend excited at 400 K: 18.37 %
assumed bend lifetime: 10.0 ps
three-bend level width: 1.593 cm^-1
stretch lifetime from mixing: 736 ps
damped gap at zero detuning: 18.303 cm^-1
\end{verbatim}
